# Flux across a parallel wafer from a small effusion source

## Problem

In an idealised source for molecular-beam epitaxy, a heated cell holds a dilute vapour that escapes through a small hole and condenses on a wafer. Many real cells are open crucibles instead; the last section estimates what a recessed melt changes. Let the hole have area $A$ and a thin rim. The wafer is parallel to the plane of the hole, at distance $L$, and its centre lies on the normal through the hole. A point of the wafer at lateral offset $r$ from the centre has the scaled offset $x=r/L$.

Show that at $x=1/5$ the flux is 7.5 per cent below its value at the centre.

Flux $F$ means the number of atoms that arrive per unit time and per unit area of wafer. The vapour in the cell is in equilibrium, the hole is much smaller than $L$, and the atoms fly in straight lines without collisions between the hole and the wafer.

## A tempting solution

The atoms in the cell move equally in all directions, so it seems that they should also leave the hole equally in all outward directions. If $N$ atoms leave per unit time, each unit of solid angle in the outward hemisphere then receives $N/(2\pi)$.

Let $\theta$ be the angle between the flight path and the normal. The path length is $R=L/\cos\theta$. A wafer patch $dS$ is seen obliquely from the hole, so it subtends the solid angle

$$
d\Omega=\frac{dS\cos\theta}{R^2}=\frac{\cos^3\theta}{L^2}\,dS .
$$

The flux would therefore be

$$
F_{\text{wrong}}=\frac{N}{2\pi L^2}\cos^3\theta .
$$

At $x=1/5$ the angle is $11.31^\circ$ and $\cos\theta=0.98058$. The flux comes out 5.71 per cent below the centre, not 7.5 per cent.

## Where the fault lies

The solid angle is right. The fault is in the first sentence: equal numbers of atoms moving in each direction inside the gas do not give equal numbers crossing the hole in each direction.

Consider atoms of speed $v$ that move at angle $\theta$ to the normal. Those that cross the hole during a short time $dt$ fill a slanted cylinder with base $A$ and side $v\,dt$. Its height is $v\cos\theta\,dt$, so its volume is $Av\cos\theta\,dt$. An oblique direction has a smaller cylinder to draw from. Equivalently, the hole presents the projected area $A\cos\theta$ to that direction.

## The right solution

**Emission.** Let $n$ be the number density in the cell and $\bar v$ the mean speed. A fraction $d\Omega/(4\pi)$ of the atoms moves within the solid angle $d\Omega$. Multiplying this fraction by the density and by the cylinder volume, dividing by $dt$, and averaging over speed gives the emission rate

$$
dN=\frac{n\bar v A}{4\pi}\cos\theta\,d\Omega .
$$

The total follows from integration over the outward hemisphere, where $d\Omega=2\pi\sin\theta\,d\theta$ after the azimuth has been integrated:

$$
\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=2\pi\cdot\frac12=\pi .
$$

Hence $N=n\bar vA/4$, and

$$
\frac{dN}{d\Omega}=\frac{N}{\pi}\cos\theta .
$$

**Arrival.** Multiplication by the solid angle per wafer area gives

$$
F=\frac{N}{\pi}\cos\theta\cdot\frac{\cos^3\theta}{L^2}
=\frac{N}{\pi L^2}\cos^4\theta .
$$

Two of the four cosines come from the longer path, one from oblique arrival, and one from oblique emission. The last is the one that the tempting solution lost.

**Offset.** The right triangle formed by $L$, $r$ and $R$ has $R^2=L^2+r^2$. Therefore

$$
\cos^2\theta=\frac{L^2}{L^2+r^2}=\frac{1}{1+x^2},
\qquad
\frac{F(x)}{F(0)}=\frac{1}{(1+x^2)^2}.
$$

For $x=1/5$,

$$
\frac{F(1/5)}{F(0)}=\left(\frac{1}{1+1/25}\right)^2
=\left(\frac{25}{26}\right)^2=\frac{625}{676}=0.92456 .
$$

The deficit relative to the centre is $51/676$, or 7.54 per cent, as was to be shown.

## A second derivation, without angles

The same law follows directly from the velocities. Put the $z$ axis along the normal, and let $\sigma^2=k_BT/m$, where $m$ is the atomic mass and $T$ the cell temperature. The Maxwell distribution is

$$
f(\mathbf v)=\frac{1}{(2\pi)^{3/2}\sigma^3}
\exp\left(-\frac{v_x^2+v_y^2+v_z^2}{2\sigma^2}\right).
$$

Atoms cross the hole at the rate $nAv_zf\,d^3v$ with $v_z>0$. The flight time is $L/v_z$, so an atom lands at

$$
X=L\frac{v_x}{v_z},\qquad Y=L\frac{v_y}{v_z}.
$$

At fixed $v_z$ this gives $dv_x\,dv_y=(v_z/L)^2\,dX\,dY$. Also $v_x^2+v_y^2=x^2v_z^2$, because $X^2+Y^2=r^2$. The flux is thus

$$
F=\frac{nA}{L^2(2\pi)^{3/2}\sigma^3}
\int_0^\infty v_z^3e^{-\beta v_z^2}\,dv_z,
\qquad \beta=\frac{1+x^2}{2\sigma^2}.
$$

With $u=\beta v_z^2$, the integral becomes

$$
\frac{1}{2\beta^2}\int_0^\infty ue^{-u}\,du
=\frac{1}{2\beta^2}=\frac{2\sigma^4}{(1+x^2)^2},
$$

so that

$$
F=\frac{2nA\sigma}{(2\pi)^{3/2}L^2}\frac{1}{(1+x^2)^2}.
$$

The total rate is $N=nA\sigma/\sqrt{2\pi}$, from the one-dimensional integral of $v_z$ over its Gaussian distribution. Since $2/(2\pi)^{3/2}=1/(\pi\sqrt{2\pi})$, the prefactor is $N/(\pi L^2)$, in agreement with the first derivation. Numerical evaluation of the velocity integral also gives the ratio 0.92456.

This route shows the fault again. One factor $v_z$ is the crossing rate. Without it the integrand would contain $v_z^2$, the integral would scale as $\beta^{-3/2}$, and the result would be $(1+x^2)^{-3/2}=\cos^3\theta$.

## Limits and conservation

The deficit can be written as

$$
1-\frac{1}{(1+x^2)^2}=\frac{2x^2+x^4}{(1+x^2)^2}
\approx2x^2\qquad(x\ll1).
$$

At $x=1/5$ the leading term gives 8 per cent, slightly too much. At fixed small offset, doubling $L$ cuts the deficit to about a quarter, but at fixed $N$ it also cuts the central flux to a quarter. Far from the centre, $x\gg1$, the relative flux falls as $x^{-4}$.

The atoms that land inside offset $x$ form the fraction

$$
\frac1N\int_0^x F(x')\,2\pi L^2x'\,dx'
=\int_0^x\frac{2x'\,dx'}{(1+x'^2)^2}
=1-\frac1{1+x^2}=\frac{x^2}{1+x^2}.
$$

It tends to one for an infinite plane, so no atom is lost. For $x=1/5$ it is $1/26=0.03846$; a simulation of straight flights gave 0.03851.

## Numbers for a gallium cell

Take rough typical values for the growth of gallium arsenide: $L=250$ mm, $r=50$ mm (the edge of a 100 mm wafer), a hole of radius 10 mm, and a cell at 1200 K. Let the central growth rate be 1000 nm/h. With excess arsenic and every arriving gallium atom incorporated, the growth rate is proportional to the gallium flux. The edge then grows at $0.92456\times1000=925$ nm/h.

The cubic cell of side 0.565 nm contains four gallium atoms. The central flux is the gallium density times the growth rate:

$$
F(0)=\frac{4}{(0.565\times10^{-7}\,\text{cm})^3}\,
\frac{10^{-4}\,\text{cm}}{3600\,\text{s}}
=6.16\times10^{14}\,\text{cm}^{-2}\,\text{s}^{-1}.
$$

At the edge it is $5.70\times10^{14}\,\text{cm}^{-2}\,\text{s}^{-1}$. The source must emit $N=\pi L^2F(0)=1.21\times10^{18}$ atoms per second. Division by the hole area gives $J=3.85\times10^{17}\,\text{cm}^{-2}\,\text{s}^{-1}$.

The pressure follows from $J=N/A=n\sigma/\sqrt{2\pi}$ and $n=p/(k_BT)$:

$$
J=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mk_BT}},
\qquad p=J\sqrt{2\pi mk_BT}.
$$

For gallium atoms at 1200 K this is $3.2\times10^{-3}$ Torr. It is the pressure that the chosen growth rate requires, not the vapour pressure of liquid gallium at 1200 K, which is only roughly $10^{-3}$ Torr. A melt that supplies the required pressure must be some tens of kelvin hotter. Since the temperature enters the formula only through a square root, this changes the required pressure by only a few per cent.

## What a real cell changes

**Recessed melt.** The thin rim is a strong assumption. Suppose that the melt lies at the bottom of a straight cylinder of the same radius as the hole, whose walls re-emit every atom diffusely. The wall receives atoms from the melt and from other parts of the wall, but none from the open end, so it emits less per unit area than the melt. From the wafer edge, more of the opening is seen against this weaker wall than from the centre. With $L$ measured from the opening and held fixed, the edge deficit grows to 9.5 per cent for a recess of 5 mm and to 15.4 per cent for 20 mm. The second value is about twice the ideal one.

**Inclined cell.** The coaxial geometry is also special: a chamber with several cells cannot place them all on the wafer normal. Let a thin-rimmed cell be aimed at the wafer centre from an angle $\alpha$ to the wafer normal, with $L$ and $r$ unchanged. Measured from the hole, the wafer edge nearest the cell has distance $L-r\sin\alpha$ along the cell axis and distance $L\cos\alpha$ along the wafer normal. Division by $R$ gives the emission and arrival cosines, so

$$
F=\frac{N}{\pi R^2}\,\frac{L-r\sin\alpha}{R}\,\frac{L\cos\alpha}{R},
\qquad R^2=L^2+r^2-2Lr\sin\alpha .
$$

The centre receives $N\cos\alpha/(\pi L^2)$. The ratio is

$$
\frac{F_{\text{near}}}{F_{\text{centre}}}
=\frac{L^3(L-r\sin\alpha)}{(L^2+r^2-2Lr\sin\alpha)^2}.
$$

For $\alpha=30^\circ$ it is 1.28. Reversing the sign of $r$ gives 0.72 at the far edge. Rotation of the wafer averages over the whole rim and gives 0.96, a deficit of about 4 per cent, smaller than in the coaxial case. In the coaxial case rotation changes nothing, since the flux is already the same all round the rim.

**Smaller effects.** Integration over the finite hole changes the deficit from 7.54 to 7.52 per cent. With a rough collision diameter of 0.5 nm, background arsenic vapour at $10^{-5}$ Torr and 300 K has a mean free path of about 2.8 m for its own molecules. Gallium atoms from the hot cell move much faster than these molecules and travel somewhat farther between collisions if the gallium–arsenic collision diameter is no larger than 0.5 nm. With that assumption, using 2.8 m for the beam overstates its loss. The edge path is 4.95 mm longer than the central path, which on this upper estimate costs about 0.18 per cent more of the beam if every collision removes an atom.

Re-evaporation from a wafer at 850 K can be estimated by treating its surface as liquid gallium. Scaling the required cell pressure from 1200 K to 850 K with a rough evaporation energy of 2.8 eV gives a loss of about 1 per cent of the central flux. This is an overestimate, because the required pressure is a few times the vapour pressure of the liquid at 1200 K. The loss is smaller still if excess arsenic binds the gallium more strongly than the liquid does. An equal loss at centre and edge leaves their difference unchanged but lowers the central rate, so even a loss of 1 per cent raises the deficit in growth rate only to 7.6 per cent.

**Collisions at the hole.** Inside the cell the mean free path is about 55 mm for a rough collision diameter of 0.4 nm. This is 2.8 times the hole diameter, so collision-free emission is a fair approximation here, not a strict limit. A higher pressure in the cell would weaken it, and the cosine law would then need correction.

The numerical output below lists the values for these cases.

## Table of computed values

```
source distance: 250 mm; offset: 50 mm
offset / distance: 0.200
angle at edge: 11.31 degrees
cosine at edge: 0.98058
distance factor, cosine squared: 0.96154
flux ratio from formula: 0.92456
flux ratio from velocity integral: 0.92456
flux deficit: 7.544 per cent
small-offset estimate of deficit: 8.00 per cent
deficit if emission were isotropic: 5.71 per cent
fraction landing inside offset, formula: 0.03846
fraction landing inside offset, simulated: 0.03851
orifice radius: 10 mm
cell temperature: 1200 K
lattice constant (rough): 0.565 nm
growth rate at centre: 1000 nm/h
growth rate at edge: 924.6 nm/h
gallium flux at centre: 6.160e+14 cm^-2 s^-1
gallium flux at edge: 5.696e+14 cm^-2 s^-1
total emission: 1.210e+18 atoms/s
flux through orifice: 3.850e+17 cm^-2 s^-1
required cell pressure: 3.17e-03 Torr
finite orifice, deficit: 7.522 per cent
melt recess 5 mm, deficit: 9.5 per cent
  transmission, balance / simulated: 0.8013 / 0.8008
  wafer fraction, balance / simulated: 0.03722 / 0.03741
melt recess 20 mm, deficit: 15.4 per cent
  transmission, balance / simulated: 0.5142 / 0.5139
  wafer fraction, balance / simulated: 0.03396 / 0.03378
cell tilt: 30 degrees
tilted, near edge / centre flux: 1.2755
tilted, far edge / centre flux: 0.7154
tilted and rotating, edge / centre flux: 0.9595
gallium collision diameter (rough): 0.4 nm
mean free path in cell: 55 mm
mean free path / orifice diameter: 2.8
background pressure (rough): 1e-05 Torr
background temperature: 300 K
background collision diameter (rough): 0.5 nm
mean free path in background: 2797 mm
extra path to edge: 4.95 mm
extra scattering loss at edge: 0.18 per cent
wafer temperature: 850 K
evaporation energy (rough): 2.8 eV
re-evaporation / centre flux, upper: 1.07 per cent
deficit with re-evaporation: 7.63 per cent
```
